Classical oscillator counting and the energy-resolved dissociation rate of precursors, part 1

(Sections cited here and not found follow in the second part.)

**PART 1. THE CLASSICAL RATE LAW**

**The decision that depends on the law**

A calculation of precursor decomposition that follows molecules by energy needs a dissociation rate k(E) at each energy E. The implementer must decide whether to use the one-line classical law or to count quantum states, and from what zero to measure E. The decision matters. For the 33-mode precursor model of Part 2, at 5 eV above the ground level, the classical law with energies measured from that level gives 2.7 s⁻¹. A quantum count for the same oscillators, with the same threshold and prefactor, gives 3.0 × 10⁵ s⁻¹. Yet both give the same thermal rate at high pressure, when each is averaged over the thermal population of its own model. Agreement with a thermal rate therefore cannot justify the choice.

The classical law is the Rice-Ramsperger-Kassel expression

k(E) = A (1 − E₀/E)^(s−1) for E > E₀, and k(E) = 0 for E < E₀.

Here s is the number of oscillators, E₀ the threshold energy and A a frequency independent of E. Counting supplies the power. It doesn't supply A, nor does it show that molecules decay steadily at this rate. Those two points need separate arguments.

**Model and conventions**

The molecule is a set of s harmonic oscillators. With mass-weighted coordinates q_i and momenta p_i, the energy function is

H = Σ_i (p_i² + ω_i² q_i²)/2.

Atomic units are used in the algebra, so ħ = 1 and Planck's constant h is 2π. The ω_i are angular frequencies, and a vibrational quantum has energy ω_i. Rotation and the motion of the centre of mass are left out.

The energy E is measured from the minimum of the potential. This is the zero that classical mechanics requires: a classical molecule with E = 0 is at rest. The quantum ground level lies higher by the zero-point energy, a difference that becomes important in Part 2.

At fixed E the molecule is assumed to be spread uniformly over its energy shell. The weight of a phase-space element dΓ = dq₁dp₁…dq_s dp_s is proportional to δ(E − H) dΓ. This is a statistical assumption, not a consequence of harmonic motion.

Oscillator 1 is the critical one. Dissociation is taken to occur when its stretch reaches the value q_c at which its potential energy equals the threshold:

ω₁² q_c²/2 = E₀.

**The density of s oscillators**

Consider first one oscillator with energy up to e. The condition (p² + ω²q²)/2 ≤ e describes an ellipse in the q,p plane. Its half-width along p is √(2e), and along q it is √(2e)/ω. Its area is therefore

J(e) = π √(2e) √(2e)/ω = 2πe/ω.

The area per unit energy is the derivative, 2π/ω. It doesn't depend on e, so every equal interval of oscillator energy has equal weight. This constancy is what makes the final law a simple power.

For s oscillators define the shell weight

G_s(E) = ∫ δ(E − H) dΓ.

If the last oscillator holds energy e, the other s − 1 hold E − e. Summing over the possible values of e gives

G_s(E) = (2π/ω_s) ∫₀^E G_(s−1)(E − e) de.

The start is G₁ = 2π/ω₁. Write Ω = ω₁ω₂…ω_s for the product of all frequencies. The claim is

G_s(E) = (2π)^s E^(s−1) / [(s−1)! Ω].

It holds for s = 1. Suppose it holds for s − 1 oscillators. Then the integral needed in the next step is

∫₀^E (E − e)^(s−2) de = E^(s−1)/(s−1).

The new factor 1/(s−1) turns (s−2)! into (s−1)!, and the new factor 2π/ω_s completes (2π)^s and Ω. The claim thus follows for every s by induction.

**The probability that the critical oscillator holds enough energy**

The favourable part of the shell has oscillator 1 holding an energy e between E₀ and E. Its weight, divided by the whole weight, is

P(E) = (2π/ω₁) ∫_(E₀)^E G_(s−1)(E − e) de / G_s(E),

where G_(s−1) now refers to oscillators 2 to s. All factors of 2π and all frequencies cancel. The factorials leave (s−1)!/(s−2)! = s−1, so for s ≥ 2

P(E) = [(s−1)/E^(s−1)] ∫_(E₀)^E (E − e)^(s−2) de.

At the upper limit E − e vanishes, and at the lower limit it equals E − E₀. Hence the integral is (E − E₀)^(s−1)/(s−1), and

P(E) = [(E − E₀)/E]^(s−1) = (1 − E₀/E)^(s−1).

For s = 1 there is nowhere else for the energy to be. The probability is then one above threshold and zero below it, which agrees with the zeroth power above threshold. Exact symbolic convolution reproduced the formula for s = 2 to 6.

**What the power says**

Setting E₀ equal to a variable e turns P into the probability that one oscillator holds at least e. The mean energy of that oscillator is the integral of this probability over e:

∫₀^E (1 − e/E)^(s−1) de = E/s.

Each classical oscillator thus has an equal mean share, whatever its frequency. If E/s is held at a fixed value ε while s grows, the probability tends to

(1 − E₀/(sε))^(s−1) → exp(−E₀/ε).

The other oscillators then act as a heat bath with thermal energy ε.

The law is steep when s is large. Differentiating ln k at fixed A and E₀ gives

d ln k/dE = (s−1) E₀/[E(E − E₀)].

Just above threshold k behaves as A[(E − E₀)/E₀]^(s−1). At very high energy k approaches A from below for s > 1.

With E = 5 eV, E₀ = 3 eV and A = 1.45 × 10¹³ s⁻¹ held fixed, the law gives 1.5 × 10¹¹ s⁻¹ for s = 6, 6.1 × 10⁸ s⁻¹ for s = 12 and 2.7 s⁻¹ for s = 33. More oscillators mean more ways to keep energy away from the critical one.

**From probability to rate**

A probability has no unit of inverse time. The missing frequency comes from the motion. While oscillator 1 has energy e, its coordinate is

q₁(t) = [√(2e)/ω₁] cos(ω₁t + φ).

The greatest stretch is √(2e)/ω₁, whereas q_c = √(2E₀)/ω₁. The critical stretch is therefore passed if e > E₀. It is passed outward once in each period 2π/ω₁. The mean number of outward crossings per molecule and unit time is

k(E) = (ω₁/2π) P(E), so A = ω₁/2π.

This crossing rate becomes a dissociation rate if a molecule that crosses is counted as lost and doesn't return. There is a small matter of normalization: the shell includes molecules already beyond q_c. They all have e > E₀, so their fraction is less than P. Dividing by the molecules still inside would raise k by a factor smaller than 1/(1 − P), which is negligible when P is small.

**Why energy exchange must be assumed**

Strictly harmonic oscillators don't exchange energy. A molecule that starts with e < E₀ in oscillator 1 keeps that energy and never dissociates. One that starts with e > E₀ crosses within its first period. An isolated harmonic ensemble therefore loses the fraction P quickly and then stops reacting.

A sampled ensemble of 40,000 trajectories shows this. It had s = 4, E = 1, E₀ = 0.4 and ω₁ = 0.7 in atomic units. The mean crossing rate was 1.002 times the formula. The fraction that had ever crossed was 0.2164 after one period and again 0.2164 after three, against a predicted P of 0.2160. The difference from the prediction is well within the sampling error.

Real molecules have anharmonic couplings that can move energy between modes. If these refill the favourable part of the shell much faster than dissociation empties it, the shell stays uniformly populated. The number N of molecules at energy E then obeys dN/dt = −k(E)N, and the decay is exponential. This condition is an additional assumption, and a strict one. Dissociation empties the favourable part within about one period of oscillator 1, so the refilling must act on about that time scale or faster. Suppose that single events, at a frequency ν, each redistribute the whole energy over the shell, and that P is small. Molecules then enter the favourable part at the rate νP. The time to crossing is spread evenly over one period 1/A, so the chance of crossing before the next event is (A/ν)[1 − exp(−ν/A)]. The dissociation rate is then about AP[1 − exp(−ν/A)]. This is νP when ν is much smaller than A, and 0.63 AP when ν = A. Exchange in small steps refills the states just above threshold faster than it relaxes the whole energy of oscillator 1, so with ν taken as that relaxation rate the dissociation rate can exceed νP. Exchange so fast that the motion along q₁ becomes diffusive lowers the rate below AP again.

**When the other frequencies change at the dividing surface**

In a real bond fission some of the other modes, such as the rocking of the leaving group, soften as the fragments separate. Let the dividing surface be q₁ = q_c, with potential energy E₀ at its lowest point. Let the s − 1 modes within it have frequencies ω′_j with product Ω′, and energy H′. The reactant density is still taken as harmonic.

The outward flux weights each phase-space element on the surface by its velocity p₁ > 0:

F = ∫dΓ′ ∫₀^∞ dp₁ p₁ δ(E − E₀ − p₁²/2 − H′).

Put t = p₁²/2, so that dt = p₁dp₁. The inner integral is one when H′ < E − E₀ and zero otherwise. The flux therefore equals the phase volume of s − 1 oscillators with energy up to E − E₀. Integrating G_(s−1) over energy from zero to E − E₀ gives

F = (2π)^(s−1) (E − E₀)^(s−1)/[(s−1)! Ω′].

Dividing by G_s(E) gives the rate:

k(E) = [Ω/(2πΩ′)] (1 − E₀/E)^(s−1).

The power survives and only A changes. If the other frequencies don't change, Ω/Ω′ = ω₁ and the earlier result returns. Softer surface modes make Ω′ smaller and the rate larger. Direct phase-space quadrature tested this for well frequencies 0.7, 1.1 and 1.6, surface frequencies 0.8 and 1.3, E = 1 and E₀ = 0.35, in atomic units. It agreed with the formula within 0.2 per cent.

**The thermal average loses s**

Let kT denote the thermal energy, a single symbol distinct from the rate k(E). In a classical thermal population the shell weight is multiplied by exp(−E/kT). After normalization the population per unit energy is

f(E) = E^(s−1) exp(−E/kT)/[(s−1)! (kT)^s].

In the product k(E)f(E), the factor E^(s−1) cancels the denominator of the rate law. With y = E − E₀, the average is

⟨k⟩ = A exp(−E₀/kT) ∫₀^∞ y^(s−1) exp(−y/kT) dy/[(s−1)! (kT)^s].

The integral over y is (s−1)!(kT)^s, so

⟨k⟩ = A exp(−E₀/kT).

The result holds for every s when collisions maintain the thermal population. The excess energy y of reacting molecules has the same distribution as the energy of an ordinary thermal molecule, whose mean is s kT. The mean energy of reacting molecules is therefore E₀ + s kT.

**A bond that softens as it stretches**

A harmonic critical bond doesn't flatten towards dissociation. A Morse bond does, with V = D(1 − exp(−aq))² and small-stretch frequency ω = a√(2D). Its area per unit energy is its period, because

dJ/de = ∮ dq/p.

Put 1 − exp(−aq) = r sin θ with r² = e/D. Then p = √(2D) r cos θ and dq = r cos θ dθ/[a(1 − r sin θ)]. The period is

(2/ω) ∫ dθ/(1 − r sin θ), with θ from −π/2 to π/2.

Expand in powers of r. Odd powers vanish, and the mean of sin^(2n) θ is (2n)!/(4^n n!²). The sum of the resulting series is 1/√(1 − r²), so the period is 2π/[ω√(1 − e/D)].

The bond thus has more phase space at high stretch than a harmonic one. Replacing 2π/ω by this period in the convolution, with D = E₀ and bound energies alone, multiplies the reactant density by

R = [(s−1)/E] ∫₀^(E₀) (1 − e/E₀)^(−1/2) (1 − e/E)^(s−2) de.

At a fixed flux through the dividing surface, the rate is divided by R.

**PART 2. QUANTUM COUNTING, PRESSURE AND A PRECURSOR MODEL**

**Results carried forward**

The model has s oscillators with angular frequencies ω_i, whose product is Ω. Oscillator 1 is critical and E₀ is the threshold. With E measured from the potential minimum, the classical rate is k(E) = A(1 − E₀/E)^(s−1) above threshold, where A = ω₁/2π in atomic units if the other frequencies stay fixed. Its thermal average is A exp(−E₀/kT), where kT is the thermal energy. A steady decay at this rate also requires energy exchange between modes that refills the favourable part of the energy shell at least about as fast as dissociation empties it, which means within about one period of the critical oscillator.

From here on, E is measured from the quantum ground level unless stated otherwise. The zero-point energy is E_z = Σω_i/2.

**The quantum count**

A state with n_i quanta in oscillator i has energy Σ n_iω_i above the ground level. Let W(E) be the number of states at energy E on a grid that contains all the quanta. Suppose that the threshold is a whole number of critical quanta, E₀ = mω₁.

The favourable states have n₁ ≥ m. Remove m quanta from oscillator 1 in each of them. This gives a state of all s oscillators with energy E − E₀. Adding the m quanta back reverses the step, so the correspondence is one to one. The number of favourable states is W(E − E₀). If the crossing frequency A is kept from the classical model, the rate is

k_q(E) = A W(E − E₀)/W(E).

The count is exact for the chosen harmonic levels, but the use of A is a modelling assumption. The result is therefore a reference for the effect of quantization in this model, not an exact molecular rate. Direct enumeration tested the correspondence for quanta 3, 2 and 5, total energy 30 and at least five quanta in the first mode. It gave the same number as the shifted count.

W is easily computed when every quantum is a whole number of energy grains. Start with one state at zero and none elsewhere. For a mode with a quantum of j grains, go upward from grain j and replace W(i) by W(i) + W(i − j). The first term counts states with no quantum in the new mode. The second counts states with at least one, because removing one quantum leaves energy i − j. The upward order allows repeated quanta in the same mode.

This part has derived the classical rate law and its thermal average, and has set up the quantum count k_q(E) = A W(E − E₀)/W(E) as a reference for the effect of quantization. What remains is to average the quantum rate thermally, find its classical limit and preferred energy zero, and compare the laws for a model precursor, including the effect of finite pressure.
